Equal-area ring sampling of weak collisions in Monte Carlo ion transport

An energetic ion entering a solid passes several atoms at about the same time. The nearest may deflect it strongly, while the others, farther from its path, give it small pushes. A binary-collision Monte Carlo calculation replaces this motion by straight steps, each ending in a collision with one randomly placed atom. If the distance to that atom is limited to a small disc, the more distant atoms are missing. They can be added, but an arbitrary choice of their number and distances would change the density of the target. The question is how to draw them so that the density stays the same.

Let N be the mean number of atoms per unit volume and L the length of a step. The impact parameter p is the perpendicular distance from an atom to the incoming straight path. Assume that the target has no preferred position relative to the path, so that the mean density around it is N at every distance. The primary disc has radius pmax. The cylinder swept by this disc during one step should contain one atom on average:

N π pmax² L = 1.  (1)

This equation fixes pmax once L is chosen. Here L is taken to be the mean atomic spacing,

L = N^(−1/3).

Inserting it in (1) gives

pmax² = 1/(π N L) = N^(−2/3)/π = L²/π, so pmax = L/√π.

The derivation below needs (1) but not this particular L. A longer step requires a narrower disc: doubling L reduces pmax by a factor √2.

Consider now the thin cylindrical shell between p and p + dp. Its cross-section is 2πp dp and its length is L, so the mean number of atoms in it is

dn = N L 2πp dp.

Equation (1) gives N L = 1/(π pmax²), and hence

dn = 2p dp/pmax² = d(p²/pmax²).  (2)

The variable s = p²/pmax² therefore has a simple meaning: it is the mean number of atoms met within distance p in one step. Equal intervals of s contain equal mean numbers of atoms. The primary disc is 0 ≤ s < 1. The next regions that contain one atom each on average are 1 ≤ s < 2 and 2 ≤ s < 3. In terms of distance, region k is

pmax √k ≤ p < pmax √(k+1), k = 0, 1, 2.

Region 0 is the primary disc itself, so the additional weak collisions belong to k = 1 and k = 2. All three regions have the area

π pmax² (k+1) − π pmax² k = π pmax².

Their radial widths differ. Multiplying and dividing by the sum of the roots gives

pmax [√(k+1) − √k] = pmax/[√(k+1) + √k],

which decreases with k. A ring farther out has a longer circumference and needs less width to hold the same area.

It remains to place one atom inside each ring. The mean number in the ring is one, so (2) is already a normalized probability:

f_k(p) = 2p/pmax² for pmax √k ≤ p < pmax √(k+1),

and zero elsewhere. Integrating from the inner edge gives the probability that the atom lies closer than p:

F_k(p) = ∫ from pmax √k to p of 2q dq/pmax² = p²/pmax² − k.

This function rises from 0 to 1 across the ring. If u is uniform on [0,1), setting F_k(p) = u yields a distance with the required distribution, because the probability of drawing a distance below p is then the probability that u is below F_k(p), which is F_k(p). Solving p²/pmax² − k = u and taking the positive root, since a distance cannot be negative, gives

p_k = pmax √(k + u_k), k = 0, 1, 2.  (3)

The subscript on u_k matters: each ring receives its own independent number. The azimuth of each atom around the path is also drawn independently and uniformly on [0, 2π).

The density can be recovered from the rule. At distance p within ring k, the rule places f_k(p) dp atoms per step in a shell of volume 2πp L dp. The sampled mean density is

f_k(p)/(2πpL) = (2p/pmax²)/(2πpL) = 1/(π pmax² L) = N.

The factor p has cancelled, so the density is N throughout the three rings. The same holds for any number K of rings, which reach out to pmax √K. In total, K atoms occupy a mean volume K π pmax² L = K/N. The step length does not change, because the added atoms come with added volume.

Two alternatives show what the square root and the separate rings accomplish. Suppose first that one used p = pmax(k + u). Distances would then be uniform in p, with f = 1/pmax, and the density would be

(1/pmax)/(2πpL) = N pmax/(2p),

where 1/L = N π pmax² was used. This exceeds N for p < pmax/2 and grows without limit towards the path, so violent collisions become too frequent. Suppose instead that a single atom were drawn uniformly from the enlarged disc of radius √3 pmax with L unchanged. Its density would be 1/(3π pmax² L) = N/3. One could restore N by shortening the step to L/3, but then the ion would make three successive single collisions instead of one group of simultaneous ones.

The rule also gives the correct mean energy loss of a straight step. Let T(p) be the energy given to an atom at distance p by an ion of energy E, held fixed during the step. For ring k the substitution u = p²/pmax² − k has du = 2p dp/pmax² = N L 2πp dp, so

<T>_k = ∫ from 0 to 1 of T(pmax √(k+u)) du = N L ∫ over ring k of T(p) 2πp dp.  (4)

Summing over k joins the integrals into one integral from p = 0 to √3 pmax. The outer rings add the nuclear energy loss between pmax and √3 pmax, which the primary disc leaves out, and no part is counted twice.

Fluctuations are a different matter. In a random medium, divide the cross-section into small cells with mean atom numbers m_i. For independently placed atoms the number in each cell has a variance equal to its mean, so the energy loss has variance Σ T_i² m_i. By (2) this becomes

Var(random) = Σ_k <T²>_k.

Under rule (3) each ring holds one atom in every step, and only its distance varies. The variances of independent draws add:

Var(rule) = Σ_k [<T²>_k − <T>_k²].  (5)

Unchanged density therefore means unchanged mean density. The rule removes the fluctuation in the number of atoms. Using one common u for all rings would leave every mean in (4) unchanged, but it would make a close primary collision coincide with close outer ones, a correlation that a random medium lacks.

To use the rule, T(p) must be known. Take an ion and a target atom of equal mass M, with a repulsive potential V(r) between them. In relative motion the initial speed is v and the kinetic energy is Ec = E/2, because the reduced mass is M/2. Conservation of angular momentum gives r² dφ/dt = p v. Conservation of energy gives

(dr/dt)² = v² [1 − V(r)/Ec − p²/r²].

Dividing the angular velocity by the magnitude of the radial velocity gives |dφ/dr| = p/{r² √[1 − V/Ec − p²/r²]}. The inward and outward branches sweep equal angles, and without a force they would add up to π. The scattering angle is therefore

θ = π − 2p ∫ from r0 to ∞ of dr/{r² √[1 − V(r)/Ec − p²/r²]},

where r0 is the distance of closest approach, at which the bracket vanishes. In the centre-of-mass frame both particles have speed v/2. Turning the target's velocity through θ changes it by 2(v/2) sin(θ/2) = v sin(θ/2). Since the target was at rest in the laboratory, this change is its final speed, and

T = (M/2) v² sin²(θ/2) = E sin²(θ/2).

The ion's laboratory velocity is the sum of two vectors of length v/2 separated by the angle θ, so the ion is deflected by θ/2.

In a simultaneous group, every T_k is evaluated at the same incoming energy and the losses are added. The small transverse momentum kicks q_k are added as vectors. Because the azimuths are independent, the average of q_j·q_k vanishes for j ≠ k, and the mean square of the total kick is the sum of the separate mean squares. This addition is an approximation that requires weak outer collisions. It also requires a small primary deflection: an ion turned through a large angle can run close to one of the outer atoms and lose far more energy to it than the straight path suggests. In a nearly head-on primary collision between equal masses, T_0 approaches E, and subtracting further losses computed at E could even make the remaining energy negative. Such events need a separate treatment.

For a weak collision the dependence on energy follows from the impulse. To leading order the path is straight, so the transverse momentum is the force integrated over time, q = (1/v) ∫ F⊥ dx. Then T = q²/(2M) is proportional to 1/v², that is, to 1/E. As long as they remain weak, outer collisions therefore become stronger as the ion slows down. This growth must end at low energy, because T cannot exceed E.

As an example, take a 5.0 keV Ni ion in fcc-Ni. A rough lattice constant of 0.352 nm and four atoms per cubic cell give

N = 4/(0.352 nm)³ = 91.7 atoms/nm³,

L = N^(−1/3) = 0.2217 nm, pmax = 0.2217/√π = 0.1251 nm.

The outer radii of the three rings are 0.1251, 0.1769 and 0.2167 nm. For u = 0.5 in each ring, rule (3) places the atoms at 0.0885, 0.1532 and 0.1978 nm.

The interaction is the Ziegler–Biersack–Littmark universal potential, which is the Coulomb repulsion of two nuclei of charge Z = 28 multiplied by the screening function

Φ(x) = 0.18175 e^(−3.19980x) + 0.50986 e^(−0.94229x) + 0.28022 e^(−0.40290x) + 0.02817 e^(−0.20162x).

Here x = r/a and a = 0.8854 a0/(2 Z^0.23) = 0.01089 nm, with a0 the Bohr radius. At p = 0.1532 nm the scattering integral gives θ = 0.020117 rad, and direct integration of the equations of motion gives the same value to the digits shown. The energy transfer at this distance is

T = 5000 eV × sin²(0.01006) = 0.51 eV.

The mean over ring 1 is 0.80 eV. Replacing the random u by its midpoint would therefore lose more than a third of the loss in that ring. The three ring means are 350.3, 0.80 and 0.05 eV, and their sum is 351.1 eV per step. Dividing by L gives the nuclear stopping at this energy:

351.1 eV/0.2217 nm = 1.58 keV/nm.

Doubling the number of points in the angle integral, from 100 to 200, shifts no ring mean by more than about 3×10⁻⁹ eV. This measures the numerical error of the angle integral, not the accuracy of the potential.

The outer rings supply 0.24 % of the loss at 5 keV. At 1 keV the ring means are 186.4, 3.17 and 0.24 eV, and the outer share is 1.8 %. The loss in ring 1 has grown by a factor 3.17/0.80 = 4.0, while the straight-path estimate gives 5. In ring 2, where the collisions are weaker, the factor is 4.7, closer to this leading-order estimate.

The density claim can be tested by counting atoms without using the rule. In 40,000 random arrangements of atoms at density N, the mean numbers in the three rings were 0.994, 1.011 and 0.994. The standard error is about 1/√40000 = 0.005, so the largest deviation from one is about two standard errors. The distances found in each ring were also statistically compatible with those drawn from (3).

An fcc crystal has the same mean counts if the path starts at a random point of the cell. For a fixed direction, each site, seen from the path, is then spread uniformly over one cell volume, and the sites together fill space with uniform mean density N. Averaging over directions does not change this. With 40,000 random starting points and directions, the counts were 1.000, 1.002 and 1.001. The mean losses obtained by counting were 345.0 ± 4.3 eV in the random medium and 344.7 ± 3.9 eV in the crystal, where the ranges are one standard error. Both agree with 351.1 eV within two standard errors.

The two alternatives fail clearly. The linear rule gives 1130 eV per step, more than three times the correct mean. The single atom in the enlarged disc gives 351.1/3 = 117.0 eV.

From the two variance formulas, the standard deviation of the loss per step is 871 eV in the random medium, where counting gives 861 eV, and 798 eV under the rule. The difference of the squares should be Σ_k <T>_k² according to (5), and indeed

871.1² − 797.6² ≈ 1.23×10⁵ eV² ≈ 350.3² eV².

The rule thus underestimates the random-medium spread by 8 %, at fixed energy. Counting in the crystal gives 788 eV. A direct sample of the rule gives 787 eV, against its own formula value of 798 eV, so 40,000 paths, with a sampling uncertainty of about 6 eV in these values, do not separate the crystal from the rule. With 500,000 paths the crystal value moves up by 10 eV to 798 ± 2 eV, the same as the rule within that uncertainty. In the crystal the number of atoms in the primary disc has variance 0.20, between the 0 of the rule and the 1 of a random medium. A shared u would produce a correlation of 0.85 between the losses in rings 0 and 1, whereas the count in the random medium gives −0.004.

Several approximations can be sized for the same ion. Atoms between the third ring and a distance of 6 pmax would add 0.01 eV per step, so stopping at k = 2 is harmless for the mean loss at 5 keV in this model. The potential contains no bonding or attraction, and this far contribution is an estimate of size only. If the ion first lost the mean primary energy of 350 eV, its mean loss in ring 1 would be 0.85 instead of 0.80 eV. That is a change of 7 % in a small term, close to the 1/E estimate 5000/4650 = 1.075. It accounts only for the lost energy, not for the change of direction, which can alter the outer losses much more after a strong primary deflection. The 7 % is therefore not the full error of treating the collisions as simultaneous. If the ion and the three atoms are moved together by integrating their equations of motion, with ion–atom forces only, the typical (median) transfer to the atom in ring 1 changes by about 1 %, but rare close encounters raise its mean from 0.80 eV to between about 3 and 4 eV. The mean loss per step then exceeds the added value by 3.5 ± 1 eV. This is about 1 % of the total, but several times the 0.85 eV that the rule assigns to the two outer rings.

The primary collision deflects the ion by 10.4° on average over the disc; rings 1 and 2 give 0.66° and 0.18°. After a deflection ψ, the ends of successive cylinders no longer fit together. At distance p and azimuth φ the mismatch in length is about p tan ψ cos φ, a gap on one side and an overlap on the other. Its average over φ is zero, so the mean number of atoms is preserved to first order. Locally it is not negligible: for ψ = 10.4° at the outer edge it is

0.2167 × tan(10.4°)/0.2217 = 0.18

of a step, and the rule samples the overlap twice while it leaves out the gap.

Of the omissions estimated here, the largest in the mean energy loss is electronic stopping. The Lindhard–Scharff formula puts it at 39 eV per step, or 11 % of the nuclear loss, and a transport calculation must add it separately. Thermal motion at 300 K, from the Debye model with a rough Debye temperature of 450 K, displaces an atom by 0.006 nm rms along one axis. This is small compared with the ring widths, and it leaves the mean density around a randomly placed path unchanged.

A real crystal can break the assumption that the target has no preferred position relative to the path. Between the <110> rows of fcc-Ni there are open channels. Their centre, taken here as the point farthest from all rows, lies 0.132 nm from the nearest rows, farther than pmax = 0.125 nm. Atoms along such a row are 0.352/√2 = 0.249 nm apart, and three rows lie at that distance. An ion moving along the centre therefore meets

3 × 0.2217/0.249 = 2.67

atoms per step in ring 1, and none in rings 0 and 2. This count is for the straight path only, because the forces of the rows do not balance exactly on this line and a real ion drifts off it. The count is also sensitive to position. At the minimum of the row-averaged potential, 0.014 nm away, ring 0 is still empty, but a fourth row at 0.206 nm puts 0.89 atoms per step in ring 2. Midway between two rows that are 0.249 nm apart, these rows lie at 0.1245 nm, just inside pmax, so ring 0 holds 1.78 atoms per step, all at its outer edge. The rule would instead place one atom in each ring, including a primary collision with a mean loss of 350 eV that does not occur on this path. Rule (3) therefore suits amorphous targets, and crystals in which the ion's position and direction are effectively random. The density N is an average over positions, however, and an ion that has just passed very close to an atom is not at a random position. If the next step begins at that atom, every point of its primary cylinder lies within √(L² + pmax²) = 0.255 nm of the atom, while the nearest neighbours in fcc-Ni are 0.249 nm away. The cylinder is then mostly empty, yet the rule still puts an atom in it. Amorphous solids also keep neighbouring atoms apart, so they share this limitation. Channelled ions require the actual lattice positions. The numerical output below lists the main computed values.

Numbers as computed

```
Lattice constant, rough input: 0.352 nm
Ion energy: 5.0 keV; ion mass: 58.693 u
Atomic density: 91.71 atoms/nm^3
Free path: 0.2217 nm
Ring outer radii k=0,1,2: 0.1251, 0.1769, 0.2167 nm
Rule at u=0.5, k=0,1,2: 0.0885, 0.1532, 0.1978 nm
Screening length: 0.01089 nm
Test angle, integral: 0.020117 rad
Test angle, trajectory: 0.020117 rad
Tracks in each geometric count: 40000
Atoms per ring, random medium: 0.994, 1.011, 0.994
Atoms per ring, fcc: 1.000, 1.002, 1.001
Count variance, random medium: 0.992, 1.001, 0.992
Count variance, fcc: 0.196, 0.675, 0.640
Mean loss per ring, area integral: 350.268, 0.797, 0.052 eV
Mean loss per ring, sampling rule: 350.268, 0.797, 0.052 eV
Total mean loss per step: 351.12 eV
Nuclear stopping within three rings: 1.5834 keV/nm
Largest shift, 100 to 200 angle nodes: 3.3e-09 eV
Total mean loss, random medium count: 345.0 eV, standard error 4.3 eV
Total mean loss, fcc count: 344.7 eV, standard error 3.9 eV
Wrong linear rule, mean loss: 1129.6 eV
One atom in enlarged disc, mean loss: 117.0 eV
Loss standard deviation, random formula: 871.1 eV
Loss standard deviation, random count: 861.2 eV
Loss standard deviation, rule formula: 797.6 eV
Loss standard deviation, rule sampled: 786.5 eV
Loss standard deviation, fcc count: 787.8 eV
Ring 0-1 loss correlation, shared u: 0.853
Ring 0-1 loss correlation, random count: -0.004
Mean ion deflection per ring: 10.445, 0.658, 0.176 degrees
Outer-ring share of loss at 5 keV: 0.24 %
Mean loss per ring at 1 keV: 186.433, 3.174, 0.243 eV
Outer-ring share at 1 keV: 1.80 %
Neglected loss beyond third ring: 0.0104 eV per step
Neglected electronic loss: 39.4 eV per step
Ring 1 loss after mean primary loss: 0.853 eV
Cylinder mismatch at outer edge / free path: 0.180
Temperature: 300 K; Debye temperature, rough: 450 K
Thermal rms displacement, one axis: 0.0062 nm
Largest <110> channel clearance: 0.1320 nm
Atoms per ring and step at channel centre: 0.000, 2.673, 0.000
```
